# Where an Attractive Lattice-Gas Monolayer Condenses, and Why There

Atoms adsorb on a periodic lattice of $M$ equivalent sites, each with $c$ nearest neighbours. A site holds at most one atom. With $N$ atoms and $N_{bb}$ occupied neighbour pairs, the energy is

$$E=-E_sN-\varepsilon N_{bb},\qquad \varepsilon>0 .$$

Here $E_s$ is the binding to the substrate and $\varepsilon$ the bond energy. The energy zero is an atom at rest in vacuum. Until part (e) an adsorbed atom has no motion within its site, so $\mu$ is a configurational chemical potential. The grand partition function and coverage are

$$\Xi=\sum_{\text{configurations}}e^{(\mu N-E)/kT},\qquad \theta=\frac{\langle N\rangle}{M}=\frac{kT}{M}\frac{\partial\ln\Xi}{\partial\mu}.$$

The layer condenses when $\theta(\mu)$ jumps in the limit $M\to\infty$. A temperature $T>0$ at which such a jump exists is called subcritical.

## (a) Exchange of atoms and holes

**Question.** Express $\Xi$ through $N$ and the number $D$ of bonds joining an occupied to an empty site. Find the chemical potential at which $\theta=1/2$ at every temperature. Does this settle where the layer condenses?

**Solution.** Count the bond ends on occupied sites. There are $cN$ of them; an occupied pair supplies two and an occupied–empty bond one:

$$cN=2N_{bb}+D,\qquad N_{bb}=\tfrac12(cN-D).$$

The exponent of the Boltzmann weight therefore contains

$$\mu N-E=(\mu+E_s)N+\tfrac{\varepsilon}{2}(cN-D)=\left(\mu+E_s+\tfrac{c\varepsilon}{2}\right)N-\tfrac{\varepsilon}{2}D .$$

Define

$$\mu_c=-E_s-\frac{c\varepsilon}{2},\quad h=\frac{\mu-\mu_c}{kT},\quad x=e^{h},\quad a=e^{-\varepsilon/2kT}<1 .$$

Then $\Xi=\sum x^Na^D$. Exchanging atoms and holes turns $N$ into $M-N$ and leaves $D$ unchanged, so

$$\Xi(x)=\sum x^{M-N}a^D=x^M\,\Xi(1/x).$$

With $f(h)=\ln\Xi(e^h)$ this reads $f(h)=Mh+f(-h)$. Differentiating and dividing by $M$ gives $\theta(h)=1-\theta(-h)$, hence $\theta=1/2$ at $h=0$, that is, at $\mu=\mu_c$.

The value $-\mu_c$ is the energy per atom released in forming a complete layer: the full substrate binding, and half of each of the $c$ bonds because two atoms share a bond.

This does not yet locate condensation. Half filling occurs at $\mu_c$ even at temperatures where $\theta$ is smooth. Moreover, the symmetry would permit two jumps, at $\mu_c+\delta$ and $\mu_c-\delta$, with a half-filled phase between them. Excluding them requires the sign of the interaction.

## (b) What attraction adds

**Question.** Where in the complex $x$ plane can the zeros of the polynomial $\Xi(x)$ lie?

**Solution.** Start with one bond whose two ends carry separate variables:

$$P(x_1,x_2)=1+a(x_1+x_2)+x_1x_2 .$$

Let $|x_1|<1$. If $x_1=-a$, then $P=1-a^2\neq0$. Otherwise $P=0$ requires $x_2=-(1+ax_1)/(a+x_1)$. Since

$$|1+ax_1|^2-|a+x_1|^2=(1-a^2)(1-|x_1|^2)>0,$$

this $x_2$ has modulus above 1. Thus $P$ has no zero with both variables inside the unit circle.

Now multiply the polynomials of all bonds. Each site appears as $c$ independent copies, one per bond end, and the product has no zero when all variables lie inside the circle. The copies of a site must be made to agree. As a function of two copies, the polynomial is

$$A+Bx_1+Cx_2+Fx_1x_2,$$

with coefficients that depend on the other variables, held inside the circle. Agreement keeps the terms in which both copies are empty or both are occupied, and counts the atom once: the result is $A+Fx$.

This merger creates no zero inside the circle. Setting $x_1=x_2=0$ shows $A\neq0$, which settles the case $F=0$. If $F\neq0$, set $x_1=x_2=x$. Both roots of $A+(B+C)x+Fx^2$ have modulus at least 1, so their product obeys $|A/F|\geq1$. The root of $A+Fx$ is $-A/F$, which therefore is not inside the circle either.

After all copies are merged, each configuration carries one variable per atom and one factor $a$ per occupied–empty bond. Setting all site variables equal to $x$ gives $\Xi(x)$, which thus has no zero for $|x|<1$. By $\Xi(x)=x^M\Xi(1/x)$, a zero outside the circle would imply one inside. All $M$ zeros lie on $|x|=1$.

For 16-site periodic square, triangular and honeycomb lattices at 850 and 2500 K, with $\varepsilon=0.20$ eV, zeros computed by summing over all configurations had this modulus within a relative error of $7.3\times10^{-15}$. For a repulsion of the same strength on the square lattice at 3000 K, the moduli ranged from 0.042 to 23.9. The atom–hole symmetry is still present there, but $a>1$ and the argument fails.

## (c) The position of the jump

**Question.** Use the zeros to bound the slope of the isotherm independently of $M$. Where can an infinite layer have a jump?

**Solution.** The coefficient of $x^M$ is 1, because the full layer has $D=0$. Hence $\Xi=\prod_k(x-x_k)$ with $|x_k|=1$, and

$$\theta=\frac{x}{M}\frac{d\ln\Xi}{dx}=\frac1M\sum_{k=1}^M\frac{x}{x-x_k},\qquad \frac{d\theta}{dh}=x\frac{d\theta}{dx}=-\frac1M\sum_k\frac{x\,x_k}{(x-x_k)^2}.$$

For real positive $x$, $|x-x_k|\geq|1-x|$. The slope is also non-negative, since $d\theta/dh=(\langle N^2\rangle-\langle N\rangle^2)/M$. Therefore

$$0\leq kT\frac{d\theta}{d\mu}=\frac{d\theta}{dh}\leq\frac{x}{(1-x)^2}=\frac{1}{4\sinh^2(h/2)} .$$

To pass to the infinite layer, first note that $g(h)=\lim f(h)/M$ exists. Cut a large patch into blocks of side $\ell$. Each cut bond changes $\Xi$ by a factor between $a$ and $1/a$, and the number of cut bonds per site is of order $1/\ell$. Leftover sites at the rim form a vanishing fraction as the patch grows. Values of $f/M$ for large patches thus agree within a multiple of $1/\ell$, for any $\ell$, and converge. Changing the boundary affects a number of bonds proportional to the perimeter and leaves $g$ unchanged.

For $|h|\geq\delta>0$ the slope is at most $K=1/[4\sinh^2(\delta/2)]$. Integrating twice, for an interval that stays in this range,

$$0\leq f(h+s)-2f(h)+f(h-s)\leq KMs^2 .$$

Dividing by $M$ and taking the limit gives the same inequality for $g$, with $Ks^2$ on the right. A coverage jump $J$ is a kink of the convex function $g$, and would make the left-hand combination at least $Js$. For small $s$ this exceeds $Ks^2$, a contradiction. No jump can occur at $h\neq0$.

At every subcritical temperature the jump is therefore at

$$\boxed{\mu_c=-E_s-\frac{c\varepsilon}{2}} .$$

The inequality is a bound, not an estimate. For $\varepsilon=0.20$ eV on an $8\times8$ periodic square lattice at 850 K, 50 meV above $\mu_c$, the slope is 0.0028 and the bound 2.065.

## (d) Does a jump exist?

**Question.** For the square lattice, find a temperature below which a jump is guaranteed. What happens in a chain, $c=2$?

**Solution.** Surround a square patch with permanently filled sites and set $x=1$, so a configuration has weight $a^D$. Suppose a given site is empty. Take its connected cluster of empty sites and add any sites the cluster encloses. The boundary of this region $S$ is a simple closed loop crossing $l$ bonds, each with an empty site inside and an occupied one outside.

Exchange atoms and holes within $S$. Bonds inside $S$ keep their status, and the $l$ boundary bonds cease to be occupied–empty. The weight rises by $a^{-l}$. For a given loop, different configurations give different results, so that loop has probability at most $a^l$.

Next count loops of length $l$ around the site. Follow a horizontal ray from the site to the furthest loop edge it crosses. If that edge lies $j+1/2$ spacings away, the loop has width at least $j+1$ and height at least 1, so $l\geq2(j+1)+2$. This leaves at most $l/2-1$ positions. From that edge the loop takes $l-1$ further steps with at most three choices each, the last being fixed by closure: at most $3^{l-2}$ ways. Put $l=2n+2$ and $u=9a^2<1$:

$$P(\text{empty})\leq\sum_{n\geq1}n\,9^n a^{2n+2}=a^2\frac{u}{(1-u)^2}=\frac{u^2}{9(1-u)^2}\equiv b .$$

Every site obeys this, so $\theta\geq1-b$ at $h=0$ with filled boundaries. Since $f$ is convex, $f(h)\geq f(0)+(1-b)Mh$ for $h>0$. In the limit, the right-hand slope of $g$ at $h=0$ is at least $1-b$. The relation $g(h)=h+g(-h)$ makes the two one-sided slopes add to 1, so the left-hand slope is at most $b$. The jump is at least $1-2b$.

It is positive if $b<1/2$, or $u/(1-u)<3/\sqrt2$. This means $u<0.680$, and with $u=9e^{-\varepsilon/kT}$ it means $kT<0.387\,\varepsilon$. For $\varepsilon=0.20$ eV the guarantee holds below 898 K. This is a sufficient condition, not the critical temperature.

At 850 K, $a=0.2553$ and $u=0.5867$, so

$$b=\frac{0.5867^2}{9(0.4133)^2}=0.224,\qquad 1-2b=0.552 .$$

The actual jump is larger. At the centre of long strips 6, 8 and 10 sites wide with filled walls, the coverage is 0.9942. If a periodic patch spends half its time at this coverage and half at its mirror value 0.0058, its slope at $\mu_c$ is $M(0.9884)^2/4$, or 15.6 for $M=64$. The computed slopes for sides 4, 6 and 8 are 3.92, 8.80 and 15.64, growing in proportion to $M$. At 2500 K they are 0.873, 0.911 and 0.915: half filling without a sign of a jump.

For a chain, adding one site at a time gives the matrix with rows $(1,a\sqrt x)$ and $(a\sqrt x,x)$. Its larger eigenvalue is

$$\lambda=\tfrac12\left[1+x+\sqrt{(1-x)^2+4a^2x}\right]=e^{h/2}\left[\cosh\tfrac h2+\sqrt{\sinh^2\tfrac h2+a^2}\right].$$

For a long chain $g=\ln\lambda$, and differentiation gives

$$\theta=\frac12+\frac{\sinh(h/2)}{2\sqrt{\sinh^2(h/2)+a^2}},\qquad \left.\frac{d\theta}{dh}\right|_{0}=\frac1{4a}.$$

This is smooth for every $T>0$; at 850 K the slope is 0.979. A run of holes costs two broken bonds whatever its length, so long runs are not suppressed as large loops are. Thus the location result holds for any regular lattice with a jump, while existence has been proved here for the square lattice.

## (e) From configurational to physical chemical potential

**Question.** Each adsorbed atom has three vibrational modes of energy $\hbar\omega$. Find the vapour pressure at which the layer condenses. Evaluate it for a square-lattice layer with $E_s=2.9$ eV, $\varepsilon=0.20$ eV, $\hbar\omega=12$ meV and $T=850$ K, and compare it with bulk condensation.

**Solution.** Summing the oscillator levels gives each adatom the factor

$$q=\left[\sum_{n\geq0}e^{-(n+1/2)\hbar\omega/kT}\right]^3=\left[2\sinh\frac{\hbar\omega}{2kT}\right]^{-3},$$

with $E_s$ measured from the bottom of the well and the adatom taken to have a single electronic state. The weight $q^Ne^{\mu N/kT}$ replaces $\mu$ by $\mu+kT\ln q$. Condensation now requires

$$\mu_{\rm phys}=\mu_c-kT\ln q(T).$$

The configurational value is independent of temperature; the physical one is not.

An ideal vapour of atoms with mass $m$ and ground-state degeneracy $g_0$ has density $g_0e^{\mu/kT}/\lambda_T^3$, where $\lambda_T=h_P/\sqrt{2\pi mkT}$ and $h_P$ is Planck's constant. Multiplying by $kT$ and inserting $\mu_{\rm phys}$,

$$p_c=\frac{g_0kT}{\lambda_T^3\,q}\,e^{\mu_c/kT}.$$

The parameters are rough values for silver on W(001), two metals that are practically immiscible in the bulk. First,

$$\mu_c=-2.9-2(0.20)=-3.30\ \text{eV}=-0.1213\ \text{hartree}.$$

At 850 K, $kT=0.07325$ eV and $q=227$, so $-kT\ln q=-0.397$ eV and $\mu_{\rm phys}=-3.70$ eV. At 400 K it is $-3.41$ eV. The drift of 0.29 eV is comparable with the whole lateral contribution of 0.40 eV.

With $m=107.87$ u and $g_0=2$, $\lambda_T=5.77$ pm. The exponent is $-3.30/0.07325=-45.05$, and the result is $p_c=1.1\times10^{-10}$ Torr, or $1.5\times10^{-8}$ Pa.

Only atoms with normal velocity $v>0$ towards a surface reach it. The flux is therefore the density $p/kT$ times $\int_0^\infty v\sqrt{m/2\pi kT}\,e^{-mv^2/2kT}\,dv=\sqrt{kT/2\pi m}$, which is $p/\sqrt{2\pi mkT}$. Multiplied by the site area $(0.316\ \text{nm})^2$, it gives $1.3\times10^{-5}$ monolayers per second (ML/s).

For bulk silver take a rough cohesive energy of 2.95 eV and, as an approximation, the same $q$. Bulk condensation then lies $3.30-2.95=0.35$ eV higher, at a pressure larger by $e^{0.35/0.07325}\approx119$, or $1.5\times10^{-3}$ ML/s. Between these fluxes the equilibrium state is a condensed monolayer without bulk silver. With equal $q$, the condition for this window is

$$E_s+\frac{c\varepsilon}{2}>E_{\rm bulk}.$$

It marks growth that begins with a wetting layer. If the inequality is reversed, bulk crystallites are stable before the monolayer condenses. Whether later layers also grow flat is not decided by this condition.

A deposition flux of 0.01 ML/s exceeds both thresholds. It puts the supply 0.49 eV above monolayer equilibrium, so at that flux nucleation and diffusion matter for the morphology.

## (f) What moves the condensation point?

**Question.** Find the effect on the square-lattice result of further pair bonds, vibrations that depend on neighbours, three-atom interactions and terrace edges.

**Solution.** *Further pairs.* Bond-end counting applies to each shell $r$ separately, so $c\varepsilon$ becomes $\sum_rc_r\varepsilon_r$. If all pairs attract, part (b) also carries over. Four second neighbours with 30 meV bonds shift $\mu_c$ by $-60$ meV at every subcritical temperature.

*Vibrations.* Let each occupied neighbour multiply an atom's frequencies by $r^{1/4}$. For $\hbar\omega\ll kT$, $-kT\ln q\approx3kT\ln(\hbar\omega/kT)$, so the added free energy is $\tfrac34kT\ln r$ per atom and neighbour. Each bond is seen from both ends, so $\varepsilon$ becomes $\varepsilon-\tfrac32kT\ln r$, and $\mu_c$ rises by $3kT\ln r$. For $r=1.10$ this is 21 meV at 850 K. The symmetry survives, but the effective bond depends on temperature.

*Three atoms.* Add an energy $w$ for each occupied right-angled triple joined by two bonds. There are four triples per site, and each atom of a full layer belongs to twelve. The symmetry is lost. At $T=0$, equating the grand potentials of the empty and full layers shifts the transition by $4w$. There, a vacancy in the full layer costs

$$E_s+4\varepsilon-12w+\mu=2\varepsilon-8w,$$

while an adatom on the empty surface costs $-E_s-\mu=2\varepsilon-4w$. For $w>0$ vacancies are cheaper, so the dense phase gains more entropy. Including these single defects,

$$\Delta\mu\approx4w-kT\left[e^{-(2\varepsilon-8w)/kT}-e^{-(2\varepsilon-4w)/kT}\right].$$

For $w=10$ meV at 850 K this gives 39.6 meV. A 16-site calculation, locating the transition by equal probability of more and fewer than eight atoms, gives 39.5 meV, against 40.0 meV at 200 K. The transition now drifts with temperature, though slightly for these numbers.

*Edges.* A free $L\times L$ terrace has $2L(L-1)$ bonds when full. Equating its energy with that of the empty terrace gives a low-temperature shift $2\varepsilon/L$. For a 20 nm terrace, $L\approx63$, this is 6.3 meV. At 850 K the edges fluctuate, which lowers their free energy, and the shift is smaller, an estimated 4 to 4.5 meV. This holds for free edges only. Filled walls are the atom–hole image of free edges and shift the transition by the same amount in the opposite direction; a terrace on a stepped surface is also bounded by an ascending step that supplies extra neighbours, so its net shift can be smaller or of the other sign.

*Comparison with the real system.* Bonding in metals is not strictly pairwise, and silver need not occupy the tungsten sites at all coverages. Bulk immiscibility also does not exclude an ordered surface alloy, in which silver replaces tungsten atoms of the top layer; the model leaves this out. The 60 meV second-neighbour shift alone would lower the pressure by a factor $e^{0.060/0.07325}\approx2.3$; an error of 0.1 eV in $E_s$ changes it by about 4. The example therefore fixes $p_c$ to an order of magnitude at best. Neglecting the second layer is a smaller matter at condensation: if it binds an isolated atom by $2.95-0.40=2.55$ eV, with the same $q$ as the first layer, its coverage at condensation is about $4\times10^{-5}$.

## Values computed for the example and the checks

```
substrate binding E_s = 2.90 eV, bond energy eps = 0.20 eV
temperature = 850 K, kT = 0.07325 eV, eps/kT = 2.730
mu_c (square) = -3.3000 eV = -0.12127 hartree
half-filling mu, square, at 400/850/2500 K: -3.300000, -3.300000, -3.300000 eV
half-filling mu, triangular, at 400/850/2500 K: -3.500000, -3.500000, -3.500000 eV
half-filling mu, honeycomb, at 400/850/2500 K: -3.200000, -3.200000, -3.200000 eV
largest relative error of zero moduli = 7.3e-15
repulsive case 3000 K, scaled zero moduli: 0.042 to 23.914
slope kT dtheta/dmu at mu_c, tori of side 4, 6, 8:
  850 K: 3.915, 8.801, 15.639
  2500 K: 0.873, 0.911, 0.915
slope 50 meV above mu_c, side 8, 850 K = 0.0028; bound = 2.065
infinite chain slope at mu_c, 850 K = 0.9792
broken-bond weight a = 0.2553, u = 9a^2 = 0.5867
loop bound b = 0.2239, proven jump >= 0.5522
jump proven below T = 898.4 K
centre coverage, filled walls, width 6, 8, 10: 0.99421, 0.99421, 0.99421
shift of centre coverage, width 8 to 10 = -9.8e-07
adatom mode energy = 12 meV, site q = 226.66
at 400 K: -kT ln q = -0.1086 eV, physical mu = -3.4086 eV
at 850 K: -kT ln q = -0.3973 eV, physical mu = -3.6973 eV
atomic mass = 107.87 u, gas degeneracy = 2
thermal wavelength = 5.766 pm
condensation pressure = 1.100e-10 Torr = 1.467e-08 Pa
site spacing = 0.316 nm, equivalent flux = 1.275e-05 ML/s
bulk binding = 2.95 eV, bulk/monolayer pressure ratio = 118.9
bulk condensation flux = 1.516e-03 ML/s
supersaturation at 0.01 ML/s = 0.488 eV
second-neighbour bond 30 meV: shift -60.0 meV
trio repulsion 10 meV: shift 40.00 meV at 200 K, 39.51 meV at 850 K (16 sites)
full-layer mode stiffening x1.10: shift 20.9 meV
terrace 20 nm = 63.3 sites: free-edge shift 6.32 meV (low-T estimate)
second-layer adatom coverage at mu_c = 3.57e-05
```
